# L2–L3 splittings from argon to xenon and the 2p branching ratio: a numerical check

```python
"""
Result under test: the L2-L3 (2p1/2-2p3/2) splitting is Z^4/(32 c^2) for a
hydrogen-like ion and roughly (Z-s)^4/(32 c^2) in an atom; the L3:L2 dipole
intensity ratio is 2 for a full 2p shell and spin-independent final states.
Z: nuclear charge, s: screening constant, c: speed of light (atomic units),
kappa: Dirac quantum number (2p1/2: +1, 2p3/2: -2).
Atoms are spherical, with a point nucleus, local Dirac exchange, and an exact
two-component (X2C) Hamiltonian decoupled in the full mean field.
Breit interaction, QED, correlation and open-shell multiplets are left out.
"""
import numpy as np
import sympy as sp
from scipy.constants import alpha, physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq

C = 1.0 / alpha
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

# ---------- radial grid and kinetically balanced Gaussian basis ----------
x = np.linspace(np.log(1e-7), np.log(40.0), 1000)
r = np.exp(x)
w = r * (x[1] - x[0])
exponents = 0.02 * 2.1 ** np.arange(32)


def make_channel(kappa):
    """Orthonormal large and small bases, and the matrix of d/dr + kappa/r."""
    l = kappa if kappa > 0 else -kappa - 1
    gauss = np.exp(-np.outer(r**2, exponents))
    large = r[:, None] ** (l + 1) * gauss
    small = ((l + 1 + kappa) * r[:, None] ** l
             - 2 * exponents * r[:, None] ** (l + 2)) * gauss
    norm = np.sqrt(w @ large**2)
    root_w = np.sqrt(w)[:, None]
    q_large, r_large = np.linalg.qr(root_w * large / norm)
    q_small, r_small = np.linalg.qr(root_w * small / norm)
    return q_large, q_small, np.linalg.solve(r_large.T, r_small.T).T


channels = {k: make_channel(k) for k in (-1, 1, -2, 2, -3)}


def two_component(kappa, potential):
    """X2C energies and back-transformed orbital densities (times weights)."""
    ql, qs, pi = channels[kappa]
    n = ql.shape[1]
    v_large = ql.T @ (potential[:, None] * ql)
    v_small = qs.T @ (potential[:, None] * qs) - 2 * C**2 * np.eye(n)
    dirac = np.block([[v_large, C * pi.T], [C * pi, v_small]])
    vectors = eigh(dirac)[1][:, n:]
    xmat = np.linalg.solve(vectors[:n].T, vectors[n:].T).T
    metric, u = eigh(np.eye(n) + xmat.T @ xmat)
    renorm = (u / np.sqrt(metric)) @ u.T
    h = v_large + C * (pi.T @ xmat + xmat.T @ pi) + xmat.T @ v_small @ xmat
    energy, coeff = eigh(renorm @ h @ renorm)
    a = renorm @ coeff[:, :6]
    return energy, (ql @ a) ** 2 + (qs @ (xmat @ a)) ** 2


def occupations(shells, hole_half=0.0, hole_three=0.0):
    """Spread each l shell statistically over j, then make 2p holes."""
    occ = {}
    for l, numbers in shells.items():
        numbers = np.array(numbers, float)
        occ[-l - 1] = numbers * (l + 1) / (2 * l + 1)
        if l > 0:
            occ[l] = numbers * l / (2 * l + 1)
    occ[1][0] -= hole_half
    occ[-2][0] -= hole_three
    return occ


def solve_atom(Z, occ, start=None):
    if start is None:
        y = 0.68 * r * Z ** (1 / 3)
        start = (Z - 1) / r * y * (2 + y) / (1 + y) ** 2
    vee = start.copy()
    for _ in range(300):
        weighted, band, levels, dens = np.zeros_like(r), 0.0, {}, {}
        for kappa, numbers in occ.items():
            e, p = two_component(kappa, vee - Z / r)
            k = len(numbers)
            weighted += p[:, :k] @ numbers
            band += e[:k] @ numbers
            levels[kappa], dens[kappa] = e[:k], p[:, 0]
        radial = weighted / w
        inside = CubicSpline(x, radial * r).antiderivative()(x)
        outside = CubicSpline(x, radial).antiderivative()(x)
        v_h = inside / r + outside[-1] - outside
        v_x = -(3 * radial / (4 * np.pi**2 * r**2)) ** (1 / 3)
        change = v_h + v_x - vee
        if np.max(np.abs(r * change)) < 1e-6:
            break
        vee = vee + 0.35 * change
    else:
        raise AssertionError("self-consistency not reached")
    total = band + weighted @ (0.5 * v_h + 0.75 * v_x - vee)
    return dict(vee=vee, levels=levels, dens=dens, total=total,
                inside=inside, v_x=v_x,
                split=levels[-2][0] - levels[1][0])


# ---------- hydrogen-like formulas ----------
def leading_split(z):
    return z**4 / (32 * C**2)


def dirac_split(z):
    q = z / C
    return C**2 * (np.sqrt(1 - q**2 / 4)
                   - np.sqrt((1 + np.sqrt(1 - q**2)) / 2))


t, zs, rs = sp.symbols("t z r", positive=True)
gap = sp.sqrt(1 - t**2 / 4) - sp.sqrt((1 + sp.sqrt(1 - t**2)) / 2)
series = sp.series(gap, t, 0, 8).removeO()
assert sp.simplify(series - t**4 / 32 * (1 + sp.Rational(5, 8) * t**2)) == 0
density_2p = rs**4 * sp.exp(-zs * rs)
inverse_cube = (sp.integrate(sp.expand(density_2p / rs**3), (rs, 0, sp.oo))
                / sp.integrate(density_2p, (rs, 0, sp.oo)))
assert sp.simplify(inverse_cube - zs**3 / 24) == 0

ion_split = {}
for z in (10, 54):
    ion_split[z] = (two_component(-2, -z / r)[0][0]
                    - two_component(1, -z / r)[0][0])
    assert abs(ion_split[z] / dirac_split(z) - 1) < 1e-4
assert abs(ion_split[10] / leading_split(10) - 1) < 0.005

# ---------- atoms, neutral and with a 2p hole ----------
shells = {
    "Ar": (18, {0: [2] * 3, 1: [6] * 2}),
    "Cr": (24, {0: [2, 2, 2, 1], 1: [6] * 2, 2: [5]}),
    "Kr": (36, {0: [2] * 4, 1: [6] * 3, 2: [10]}),
    "Xe": (54, {0: [2] * 5, 1: [6] * 4, 2: [10] * 2}),
}
ground, hole = {}, {}
for name, (Z, config) in shells.items():
    ground[name] = solve_atom(Z, occupations(config))
    hole[name] = solve_atom(Z, occupations(config, 0.5, 0.5),
                            ground[name]["vee"])
    assert hole[name]["split"] > ground[name]["split"]

# total-energy difference of the two hole states against the midpoint value
cr_config = shells["Cr"][1]
hole_half = solve_atom(24, occupations(cr_config, 1, 0), hole["Cr"]["vee"])
hole_three = solve_atom(24, occupations(cr_config, 0, 1), hole["Cr"]["vee"])
delta_total = hole_half["total"] - hole_three["total"]
assert abs(delta_total - hole["Cr"]["split"]) * EV < 0.01


# ---------- direct integration of the radial Dirac equation ----------
def integrated_level(Z, vee, kappa, guess):
    r_times_v = CubicSpline(x, r * vee - Z)
    gamma = np.sqrt(kappa**2 - (Z / C) ** 2)

    def rhs(s, y, energy):
        radius = np.exp(s)
        u = (energy * radius - float(r_times_v(s))) / C
        return [-kappa * y[0] + (2 * C * radius + u) * y[1],
                kappa * y[1] - u * y[0]]

    def mismatch(energy):
        ends = []
        for begin, slope in ((1e-6, C * (gamma + kappa) / Z),
                             (1.5, -np.sqrt(-2 * energy) / (2 * C))):
            sol = solve_ivp(rhs, (np.log(begin), np.log(0.08)), [1.0, slope],
                            args=(energy,), method="DOP853",
                            rtol=1e-9, atol=1e-12)
            assert sol.success
            ends.append(sol.y[:, -1] / np.linalg.norm(sol.y[:, -1]))
        return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]

    return brentq(mismatch, guess - 0.2, guess + 0.2, xtol=1e-8)


xe = ground["Xe"]
xe_direct = {k: integrated_level(54, xe["vee"], k, xe["levels"][k][0])
             for k in (1, -2)}
for k in (1, -2):
    assert abs(xe_direct[k] - xe["levels"][k][0]) * EV < 0.02
xe_direct_split = xe_direct[-2] - xe_direct[1]

# ---------- first-order spin-orbit splitting of Cr, part by part ----------
cr = ground["Cr"]
ql, _, pi = channels[-2]
h_nonrel = ql.T @ ((cr["vee"] - 24 / r)[:, None] * ql) + 0.5 * pi.T @ pi
p_nonrel = (ql @ eigh(h_nonrel)[1][:, 0]) ** 2
factor = 1.5 / (2 * C**2)
part_nucleus = factor * np.sum(p_nonrel * 24 / r**3)
part_repulsion = -factor * np.sum(p_nonrel * cr["inside"] / r**3)
vx_slope = CubicSpline(x, cr["v_x"]).derivative()(x) / r
part_exchange = factor * np.sum(p_nonrel * vx_slope / r)
first_order = part_nucleus + part_repulsion + part_exchange
assert abs(first_order / cr["split"] - 1) < 0.05

# outer electrons move the level but hardly change the splitting
cr_ion = solve_atom(24, occupations({0: [2] * 3, 1: [6] * 2}), cr["vee"])
level_shift = cr_ion["levels"][-2][0] - cr["levels"][-2][0]
split_change = cr_ion["split"] / cr["split"] - 1
assert abs(level_shift / cr["levels"][-2][0]) > 0.10
assert abs(split_change) < 0.02
mean_2p = (cr["levels"][1][0] + 2 * cr["levels"][-2][0]) / 3
s_energy = 24 - np.sqrt(-8 * mean_2p)

# ---------- screened predictions ----------
s_slater = 7 * 0.35 + 2 * 0.85
s_lead, s_dirac = {}, {}
for name, (Z, _) in shells.items():
    target = hole[name]["split"]
    s_lead[name] = Z - (32 * C**2 * target) ** 0.25
    s_dirac[name] = brentq(lambda s: dirac_split(Z - s) - target, -5, 10)
    assert leading_split(Z - s_slater) < target
assert np.ptp(list(s_dirac.values())) < np.ptp(list(s_lead.values()))
assert s_energy > 2 * s_dirac["Cr"]
pred_lead = {n: leading_split(v[0] - s_lead["Ar"]) for n, v in shells.items()}
pred_dirac = {n: dirac_split(v[0] - s_dirac["Ar"]) for n, v in shells.items()}
for name in ("Cr", "Kr", "Xe"):
    assert abs(pred_dirac[name] / hole[name]["split"] - 1) < 0.05
assert (abs(pred_dirac["Xe"] - hole["Xe"]["split"])
        < abs(pred_lead["Xe"] - hole["Xe"]["split"]))
growth = np.log(hole["Xe"]["split"] / hole["Ar"]["split"]) / np.log(54 / 18)
assert growth > 4

# ---------- branching ratio from explicit p and d spin-orbitals ----------
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
l_p = -1j * levi
d_tensors = []
for i, j in ((0, 1), (1, 2), (2, 0)):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1 / np.sqrt(2)
    d_tensors.append(m)
d_tensors += [np.diag([1, -1, 0]) / np.sqrt(2),
              np.diag([-1, -1, 2]) / np.sqrt(6)]
l_d = np.array([[[np.trace(a @ (lk @ b - b @ lk)) for b in d_tensors]
                 for a in d_tensors] for lk in l_p])
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])


def j_projector(l_matrices, eigenvalue):
    ls = sum(np.kron(a, b) for a, b in zip(l_matrices, spin))
    value, vec = np.linalg.eigh(ls)
    chosen = vec[:, np.abs(value - eigenvalue) < 1e-8]
    return chosen @ chosen.conj().T


p32, p12 = j_projector(l_p, 0.5), j_projector(l_p, -1.0)
d52, d32 = j_projector(l_d, 1.0), j_projector(l_d, -1.5)


def strength(initial, final, polarization):
    dip = np.sqrt(2 / 5) * np.array([polarization @ m for m in d_tensors])
    dip = np.kron(dip, np.eye(2))
    return np.trace(initial @ dip.conj().T @ final @ dip).real


rng = np.random.default_rng(3)
for _ in range(5):
    pol = rng.normal(size=3) + 1j * rng.normal(size=3)
    orbital = rng.normal(size=5) + 1j * rng.normal(size=5)
    one_orbital = np.kron(np.outer(orbital, orbital.conj()), np.eye(2))
    ratio_general = (strength(p32, one_orbital, pol)
                     / strength(p12, one_orbital, pol))
    assert abs(ratio_general - 2) < 1e-9
channel_strength = [sum(strength(a, b, e) for e in np.eye(3))
                    for a, b in ((p32, d52), (p32, d32), (p12, d32))]
relative = 15 * np.array(channel_strength) / sum(channel_strength)
assert np.allclose(relative, [9, 1, 5], atol=1e-9)
spin_up = np.kron(np.eye(5), np.diag([1.0, 0.0]))
circular = [strength(p32, spin_up, e) / strength(p12, spin_up, e)
            for e in np.array([[1, 1j, 0], [1, -1j, 0]]) / np.sqrt(2)]
assert np.allclose(sorted(circular), [1, 5], atol=1e-9)
closure = {}
for name in shells:
    dens = ground[name]["dens"]
    closure[name] = 2 * (dens[-2] @ r**2) / (dens[1] @ r**2)
    assert closure[name] > 2
assert closure["Xe"] > closure["Ar"]

# ---------- numbers for the text ----------
print(f"speed of light c = {C:.4f} a.u.")
print(f"Hartree energy = {EV:.5f} eV")
print(f"Slater screening constant for 2p = {s_slater:.2f}")
print("Splittings in eV; 2c = two-component atom")
for name, (Z, _) in shells.items():
    print(f"{name} Z={Z}: bare Z^4 {leading_split(Z)*EV:.3f} eV, "
          f"Slater {leading_split(Z-s_slater)*EV:.3f} eV")
    print(f"{name} 2c neutral {ground[name]['split']*EV:.3f} eV, "
          f"2c core hole {hole[name]['split']*EV:.3f} eV")
    print(f"{name} s from Ar: leading {pred_lead[name]*EV:.3f} eV, "
          f"all-order {pred_dirac[name]*EV:.3f} eV")
    print(f"{name} fitted s: leading {s_lead[name]:.3f}, "
          f"all-order {s_dirac[name]:.3f}")
print(f"Mean power of Z, Ar to Xe (core hole) = {growth:.3f}")
print(f"Xe neutral, direct Dirac integration = {xe_direct_split*EV:.3f} eV")
print(f"H-like Z=54: 2c {ion_split[54]*EV:.3f} eV, "
      f"Dirac formula {dirac_split(54)*EV:.3f} eV")
print("Cr, first-order parts of the splitting:")
print(f"  nucleus {part_nucleus*EV:.3f} eV")
print(f"  electron repulsion {part_repulsion*EV:.3f} eV")
print(f"  exchange {part_exchange*EV:.3f} eV")
print(f"  sum {first_order*EV:.3f} eV")
print(f"Cr core-hole total-energy difference = {delta_total*EV:.3f} eV")
print(f"Cr 2p1/2 orbital energy = {cr['levels'][1][0]*EV:.2f} eV")
print(f"Cr 2p3/2 orbital energy = {cr['levels'][-2][0]*EV:.2f} eV")
print(f"Cr mean 2p radius (j=3/2) = {cr['dens'][-2] @ r * ANG:.4f} angstrom")
print(f"Cr screening from 2p energy = {s_energy:.3f}")
print(f"Cr without 3d,4s: 2p3/2 level shift = {level_shift*EV:.2f} eV")
print(f"Cr without 3d,4s: splitting change = {100*split_change:.3f} percent")
print(f"L3:L2, one random orbital and polarization = {ratio_general:.6f}")
print("p3/2-d5/2 : p3/2-d3/2 : p1/2-d3/2 = "
      + " : ".join(f"{v:.3f}" for v in relative))
print(f"L3:L2, spin-up d holes, two helicities = "
      f"{circular[0]:.3f}, {circular[1]:.3f}")
for name in shells:
    print(f"{name} closure ratio L3:L2 = {closure[name]:.4f}")
print("success")
```

Running it gives:

```
speed of light c = 137.0360 a.u.
Hartree energy = 27.21139 eV
Slater screening constant for 2p = 4.15
Splittings in eV; 2c = two-component atom
Ar Z=18: bare Z^4 4.754 eV, Slater 1.666 eV
Ar 2c neutral 2.226 eV, 2c core hole 2.357 eV
Ar s from Ar: leading 2.357 eV, all-order 2.357 eV
Ar fitted s: leading 2.896, all-order 2.925
Cr Z=24: bare Z^4 15.024 eV, Slater 7.030 eV
Cr 2c neutral 8.621 eV, 2c core hole 8.990 eV
Cr s from Ar: leading 8.982 eV, all-order 9.068 eV
Cr fitted s: leading 2.891, all-order 2.970
Kr Z=36: bare Z^4 76.057 eV, Slater 46.598 eV
Kr 2c neutral 53.715 eV, 2c core hole 55.152 eV
Kr s from Ar: leading 54.382 eV, all-order 56.247 eV
Kr fitted s: leading 2.779, all-order 3.084
Xe Z=54: bare Z^4 385.040 eV, Slater 279.635 eV
Xe 2c neutral 324.173 eV, 2c core hole 329.982 eV
Xe s from Ar: leading 308.854 eV, all-order 337.653 eV
Xe fitted s: leading 2.044, all-order 3.204
Mean power of Z, Ar to Xe (core hole) = 4.498
Xe neutral, direct Dirac integration = 324.173 eV
H-like Z=54: 2c 426.737 eV, Dirac formula 426.737 eV
Cr, first-order parts of the splitting:
  nucleus 9.082 eV
  electron repulsion -0.791 eV
  exchange 0.130 eV
  sum 8.421 eV
Cr core-hole total-energy difference = 8.990 eV
Cr 2p1/2 orbital energy = -564.50 eV
Cr 2p3/2 orbital energy = -555.88 eV
Cr mean 2p radius (j=3/2) = 0.1382 angstrom
Cr screening from 2p energy = 11.183
Cr without 3d,4s: 2p3/2 level shift = -116.02 eV
Cr without 3d,4s: splitting change = -0.181 percent
L3:L2, one random orbital and polarization = 2.000000
p3/2-d5/2 : p3/2-d3/2 : p1/2-d3/2 = 9.000 : 1.000 : 5.000
L3:L2, spin-up d holes, two helicities = 5.000, 1.000
Ar closure ratio L3:L2 = 2.0241
Cr closure ratio L3:L2 = 2.0414
Kr closure ratio L3:L2 = 2.0942
Xe closure ratio L3:L2 = 2.2248
success
```
